Free-Complement Bases from the Scaled Schrödinger Equation for Hydrogen and Helium

**1. The unscaled iteration stalls**

Take a trial function ψ with mean energy E and try to improve it with its own residual, (H − E)ψ. In a Coulomb system this can fail at the first step. The residual may contain a term 1/r, whose kinetic energy is infinite, and the variational principle then gives the correction zero weight.

Lengths are in bohr and energies in Ry, so that

H = −Σ∇ᵢ² + V,
V = −2Z/r (one electron),
V = −2Z/r₁ − 2Z/r₂ + 2/r₁₂ (two electrons).

The nucleus is fixed and relativity is left out. All functions are real.

Let g be positive except on a set of zero volume, with g = 1 for the unscaled case. Put η = g(H − E)ψ and minimize the energy over ψ + Cη. Define

n₀ = ⟨ψ|ψ⟩, o = ⟨ψ|η⟩, n₁ = ⟨η|η⟩,
R = ⟨η|H − E|ψ⟩ = ∫ g |(H − E)ψ|²,
K = ⟨η|H − E|η⟩.

Since ⟨ψ|H − E|ψ⟩ = 0, the energy change λ obeys

(−λn₀)(K − λn₁) − (R − λo)² = 0,

or, multiplied out,

(n₀n₁ − o²)λ² − (n₀K − 2Ro)λ − R² = 0. (1)

For g = 1, K contains ⟨ψ|H³|ψ⟩. If K grows without limit while the other integrals stay finite, the lower root tends to −R²/(n₀K), which tends to zero.

For hydrogen take ψ = e^(−αr). Then −∇²ψ = (−α² + 2α/r)ψ and E = α² − 2Zα, so

(H − E)ψ = (a/r + b)ψ, a = 2(α − Z), b = 2α(Z − α).

Replace a/r by a/(r + ε), which makes the correction an admissible function. Its leading kinetic integral, with r = εx, is

4πa² ∫ r²/(r + ε)⁴ dr = (4πa²/ε) ∫ x²/(1 + x)⁴ dx = 4πa²/(3ε).

The potential energy diverges only logarithmically and cannot cancel this. Hence, to leading order in ε,

λ ≈ −3εR²/(4πa²n₀).

For Z = 1 and α = 0.5, a = −1, n₀ = 25.1327 and R = 6.2832, so λ ≈ −0.375ε Ry with ε in bohr. At ε = 10⁻⁶ the computed change is −3.75 × 10⁻⁷ Ry, although the starting error is 0.25 Ry.

The divergence is a property of the trial function as well as of H. It is proportional to a² and disappears at α = Z, where the nuclear cusp is right. In helium that choice is not enough. With ψ = e^(−Z(r₁+r₂)) and E = −2Z² + 5Z/4, the residual is (2/r₁₂ − 5Z/4)ψ. Near r₁₂ = 0 both electrons feel the gradient of 2/r₁₂, so the kinetic density is 2(2/r₁₂²)²ψ² = 8ψ²/r₁₂⁴. With a cutoff r₁₂ > ε,

K ≈ (32π/ε) ∫ e^(−4Zr) d³r = (32π/ε)(π/8Z³) = 4π²/(Z³ε).

**2. What the scaling function must do**

The scaled equation is

g(H − E)ψ = 0.

Because g > 0 almost everywhere, it implies (H − E)ψ = 0 almost everywhere. We admit only functions regular enough that the Laplacian hides no delta function at a coalescence point, so the two equations have the same solutions.

If K is finite, the product of the roots of (1) is −R²/(n₀n₁ − o²). It is negative unless R = 0, so the energy falls strictly. The initial slope is dE/dC = 2R/n₀ at C = 0. R vanishes only if ψ is an eigenfunction, though not necessarily the ground state. A strict decrease does not by itself prove convergence to the ground level, which needs the separate arguments of Sections 3 and 5.

The free-complement (FC) method gives the variational principle more freedom than the single number C:

1. Start with one function.
2. Apply gH and g to every function found in the last round.
3. Split the results into independent analytic pieces, here monomials times the exponential.
4. Add the new pieces to the basis and diagonalize H in it.

The improved function of the iteration lies in this larger space, so the FC energy is at least as low.

**3. Hydrogen: the basis and an error bound**

Choose g = r. For f = rᵏe^(−αr), the radial Laplacian f″ + 2f′/r has terms k(k − 1) + 2k = k(k + 1) in r^(k−2), and −2αk − 2α in r^(k−1). Thus

rHf = {−k(k + 1)r^(k−1) + [2α(k + 1) − 2Z]rᵏ − α²r^(k+1)} e^(−αr).

The first term vanishes at k = 0, so no negative power arises. Since −α² ≠ 0, each round adds one power, and order n has k = 0, …, n. All energy integrals are finite.

To bound the error, let x = 2αr and χₖ = Lₖ⁽¹⁾(x)e^(−x/2). The Laguerre equation xL″ + (2 − x)L′ + kL = 0 gives

∇²χₖ = [α² − 2α(k + 1)/r]χₖ,
(H + Z²)χₖ = {[2α(k + 1) − 2Z]/r + Z² − α²}χₖ.

The generating function Σ τᵏLₖ⁽¹⁾(x) = (1 − τ)⁻² exp[−τx/(1 − τ)] with

τ = (Z − α)/(Z + α)

has τ/(1 − τ) = (Z − α)/(2α). The exact ground function is therefore

e^(−Zr) = (1 − τ)² Σ τᵏχₖ, |τ| < 1.

The χₖ are orthogonal with weight 1/r: ∫ x e^(−x) LⱼLₖ dx = (k + 1)δⱼₖ. The recurrence

xLₖ = −(k + 1)Lₖ₊₁ + 2(k + 1)Lₖ − (k + 1)Lₖ₋₁

then gives the overlaps, apart from a common factor 4π/(2α)³:

Sₖₖ = 2(k + 1)², Sₖ,ₖ₊₁ = −(k + 1)(k + 2).

So the matrix A of H + Z² is tridiagonal, with Aₖ,ₖ₊₁ = (Z² − α²)Sₖ,ₖ₊₁. The infinite vector cₖ = τᵏ satisfies Ac = 0. Cut it after k = n. Rows below n are unchanged, and row n lacks Aₙ,ₙ₊₁τ^(n+1). The numerator of the energy error is therefore

−τ^(2n+1)Aₙ,ₙ₊₁ = τ^(2n+1)(Z² − α²)(n + 1)(n + 2) = (Z − α)²(n + 1)(n + 2)τ^(2n).

The variational minimum cannot lie above this trial energy:

0 ≤ Eₙ + Z² ≤ (Z − α)²(n + 1)(n + 2)τ^(2n)/Nₙ, (2)
Nₙ = Σ(k≤n) 2(k + 1)²τ^(2k) − 2Σ(k<n) (k + 1)(k + 2)τ^(2k+1).

Nₙ tends to a positive constant, proportional to the norm of e^(−Zr), so the bound tends to zero. Convergence is thus proved for every α > 0. It is immediate at α = Z, and the bound decays slowly when α is much smaller or much larger than Z, because |τ| then approaches 1.

For α = 0.5, τ = 1/3. The first scaled step has η = (−1 + r/2)e^(−r/2), n₀ = n₁ = 8π, o = K = 4π and R = 2π. Equation (1), divided by 4π², becomes

12λ² − 4λ − 1 = 0, λ = (4 − 8)/24 = −1/6 Ry.

The energy falls from −0.75 to −0.916667 Ry. Bound (2) at n = 1 is (1/4)(6)(1/9)/(14/9) = 0.1071 Ry, and the actual error is 0.0833 Ry. At n = 10 the error is 6.5 × 10⁻⁹ Ry against a bound of 7.5 × 10⁻⁹ Ry.

The last error ratio, 0.1337, exceeds τ² = 0.1111. The bound behaves in the same way: its polynomial factor gives (12/10)τ² = 0.1333 between n = 9 and n = 10.

**4. Helium: a scaling function that also works at the triple point**

For S states use s = r₁ + r₂, t = r₁ − r₂, u = r₁₂, with |t| ≤ u ≤ s. The singlet ground state is even in t. Choose

g = u(s² − t²)/s = 4r₁r₂r₁₂/(r₁ + r₂).

Since 1/r₁ + 1/r₂ = 4s/(s² − t²),

gV = −8Zu + 2(s² − t²)/s.

For the kinetic part, start from

∇₁²f = f₁₁ + 2f₁/r₁ + f_uu + 2f_u/u + [(r₁² + u² − r₂²)/(r₁u)]f₁ᵤ

and its partner for electron 2. Insert f₁ = f_s + f_t, f₂ = f_s − f_t, r₁² − r₂² = st and 1/r₁ − 1/r₂ = −4t/(s² − t²). Adding and multiplying by g gives

g(∇₁² + ∇₂²)f = [2u(s² − t²)/s](f_ss + f_tt + f_uu)
 + 8u f_s − (8tu/s)f_t + [4(s² − t²)/s]f_u
 + 4(u² − t²)f_su + [4t(s² − u²)/s]f_tu.

Now let f = sˡtᵐuⁿe^(−αs). Differentiation in s gives f_s = (l/s − α)f and f_ss = [l(l − 1)/s² − 2αl/s + α²]f. Collecting equal monomials,

gHf/f = −2α²su + 2α²t²u/s + [4α(l + n + 2) − 8Z]u
 − 4αl t²u/s² − 4αn t²/u + 2s − 2t²/s
 + [2m(m + 3 + 2n) − 2l(l + 3 + 2n)]u/s
 + 2l(l − 1)t²u/s³ − 2m(m − 1)su/t²
 − 2n(n + 1 + 2m)s/u + 2n(n + 1 + 2l)t²/(su). (3)

The factors m(m − 1) and n remove any term that would make a power of t or u negative, and m stays even. Let d = l + m + n be the degree. The terms in (3) that contain α, Z or the repulsion raise d by 1 or 2, and the others keep it. For the starting function, l = m = n = 0, the degree-keeping terms vanish. Every later function therefore has d ≥ 1.

Negative powers of s do occur, down to s⁻¹⁰ at order 4. They are harmless because |sˡtᵐuⁿ| ≤ s^d, and for d ≥ 1 the first derivatives stay bounded at the triple coalescence s = 0. With bounded gradients, the flux through a small surface around a coalescence point vanishes with its area, so no delta function is lost. All matrix elements of H are finite, including those between functions generated by gH. This is how scaling removes the divergent third-power integrals.

It is not enough that gV stay finite at the coalescence points. The function g/s also keeps it finite there, but lowers every degree in (3) by one. The sequence 1 → u/s → u²/s³ → u³/s⁵ then appears; for α ≠ Z its coefficients, 8(α − Z), 8 and 24, are nonzero. The last function has degree −2 and a gradient of order s⁻³. In six dimensions its kinetic integral contains ∫ s⁻⁶s⁵ ds, which diverges logarithmically. The choice of g is not unique, but it must pass this test as well.

**5. Integrals and convergence for helium**

The volume element, after the angles are integrated, is 8π²r₁r₂u dr₁dr₂du. With r₁r₂ = (s² − t²)/4, dr₁dr₂ = ds dt/2 and restriction to t > 0, it becomes

2π²u(s² − t²) ds du dt = 2π² s g ds du dt.

The images under gH and g therefore give the matrices directly:

Hᵢⱼ = 2π² ∫ s fᵢ(gHfⱼ), Sᵢⱼ = 2π² ∫ s fᵢ(gfⱼ).

Integrating over t < u, then u < s, then s gives the moment needed:

∫ sˡtᵐuⁿe^(−2αs) ds du dt = (l + m + n + 2)!/[(m + 1)(m + n + 2)(2α)^(l+m+n+3)].

As a check, let f = e^(−αs) and β = 2α. Apart from 2π², the overlap is 40/β⁶ − 8/β⁶ = 32/β⁶. The H integral is −64α²/β⁶ + [64(α − Z) + 20]/β⁵. Their quotient is

E₀ = −2α² + 2α[2(α − Z) + 5/8] = 2α² − 4Zα + 5α/4.

For Z = 2 and α = 1.8 this is 6.48 − 14.40 + 2.25 = −5.67 Ry.

Convergence requires that the basis become complete. In (3) the step uⁿ → uⁿ⁺¹ has coefficient 4α(n + 2) − 8Z. Assume α(n + 2) ≠ 2Z for all n ≥ 0, which holds for α = 1.8. The repulsion terms multiply by s or t²/s with coefficients ±2. Hence each sˡtᵐuⁿ with l, n ≥ 0 and even m ≥ 0 is reached by order l + m + n.

These functions span all exchange-symmetric polynomials in r₁, r₂, u times e^(−αs). Their density in the energy norm (function and gradient square integrable) follows in three steps:

1. Suppose a symmetric S function F is orthogonal to them all. Its product with exp(−ar₁ − br₂ − cu) is analytic in a, b, c wherever the real parts of a + b, a + c and b + c are positive. All its Taylor coefficients vanish at (α, α, 0), so it vanishes throughout this connected region.
2. Write e^(−Ar²) = e^(−δr)e^(−Ar²+δr) with δ > 0. The second factor, continued to negative r, is a Gaussian and hence a Fourier integral over e^(ikr) with Gaussian weight. So F is also orthogonal to all exp(−Ar₁² − Br₂² − Cu²) with A, B, C > 0.
3. Derivatives in A, B, C produce every polynomial in r₁², r₂² and r₁·r₂ times a fixed Gaussian. These are the rotation-invariant members of a complete Hermite set, so F = 0.

The variational principle then gives convergence to the exact ground level of this H. The proof supplies no rate.

**6. A two-sided error estimate**

Let ν lie no higher than the second singlet S level. Then (H − E_exact)(H − ν) has no negative expectation value in this sector. With σ² = ⟨H²⟩ − E²,

σ² + (E − E_exact)(E − ν) ≥ 0,

and for E < ν this gives Temple's inequality,

E − σ²/(ν − E) ≤ E_exact ≤ E.

Dropping the positive repulsion lowers every level, so ν = −Z² − Z²/4 = −5 Ry is allowed. Only ⟨H²⟩ is needed. It is finite for two reasons. At a pair coalescence Hf grows at most as 1/r, which is square integrable in three dimensions. At the triple point Hf has degree −1 or higher, because H lowers the degree by at most 2 when d ≥ 1 and by 1 for the starting function, and this is square integrable in six dimensions.

With α = 1.8 the results are:

order 0: 1 function, E = −5.670000 Ry
order 1: 6 functions, E = −5.802517 Ry
order 2: 26 functions, E = −5.807413 Ry
order 3: 74 functions, E = −5.807447 Ry
order 4: 159 functions, E = −5.807448 Ry

At order 4, σ² = 1.628 × 10⁻⁴ Ry² and ν − E = 0.80745 Ry, so the bracket is 2.02 × 10⁻⁴ Ry wide. Rounded outward,

−5.80766 Ry ≤ E_exact ≤ −5.80744 Ry.

σ² comes from quadrature, and two grids were tested to agree within 1%. This agreement is not a strict error bound, but a 1% change in σ² would move the lower bound by only about 2 × 10⁻⁶ Ry, which is less than the outward rounding. The upper bound corresponds to −79.014 eV. Like the bracket, this figure refers to the fixed-nucleus, nonrelativistic H and is not a bound on the energy of the real atom.

The last energy drop, 1.7 × 10⁻⁶ Ry, is far smaller than the bracket. It suggests a smaller error but does not bound it, since later drops could add up. Order 5 (291 functions) lowers the energy by a further 2.3 × 10⁻⁷ Ry, to −5.8074487 Ry, and changing α to 1.7 or 2.1 at order 4 moves it by about 2 × 10⁻⁷ Ry, so the sixth decimal of the order-4 value is uncertain by one unit. At low order the lower bound is of little use: at order 0 it is −10.62 Ry, because σ² = 3.32 Ry².

Two tests check the helium energy by other routes. Recomputing it from squared gradients, without second derivatives, reproduces all ten printed decimals. Full configuration interaction in the cc-pVQZ Gaussian basis gives −5.804822 Ry. This is also an upper bound, limited by its finite basis, and lies 0.0026 Ry above the order-4 value. It is not converged in the basis: cc-pV5Z lowers it by 0.0015 Ry, to −5.806304 Ry, so this comparison checks the energy only at the level of 10⁻³ Ry. The complete figures are in the numerical output.

Calculated quantities

```
Hydrogen: Z = 1, exponent = 0.50 1/bohr, tau = 0.333333
start energy = -0.750000 Ry; a = -1.000, b = 0.500 (Ry-unit coefficients)
<psi|psi> = 25.132741 bohr^3; unscaled residual norm^2 = 6.283185 Ry^2 bohr^3
Unscaled step: eps (bohr), K (Ry^3 bohr^3), energy change (Ry)
  1e-02  3.500701e+02  -3.864776e-03
  1e-04  4.170647e+04  -3.754069e-05
  1e-06  4.188493e+06  -3.750075e-07
Scaled step: K = 12.566371 Ry^3 bohr^5, coupling = 6.283185 Ry^2 bohr^4
Scaled step: energy change = -0.16666667 Ry
Hydrogen order, energy (Ry), error (Ry), error bound (Ry)
   0  -0.750000000000  2.5000e-01  2.5000e-01
   1  -0.916666666667  8.3333e-02  1.0714e-01
   2  -0.978713553878  2.1286e-02  2.7778e-02
   3  -0.995699772797  4.3002e-03  5.3648e-03
   4  -0.999254200579  7.4580e-04  9.0166e-04
   5  -0.999881789988  1.1821e-04  1.4046e-04
   6  -0.999982302113  1.7698e-05  2.0814e-05
   7  -0.999997454225  2.5458e-06  2.9735e-06
   8  -0.999999644658  3.5534e-07  4.1299e-07
   9  -0.999999951561  4.8439e-08  5.6085e-08
  10  -0.999999993522  6.4779e-09  7.4780e-09
last error ratio = 0.13373, tau^2 = 0.11111
Helium: Z = 2, alpha = 1.80 1/bohr
first-order exponents (l,m,n): (0,0,0) (-1,2,0) (-1,2,1) (0,0,1) (1,0,0) (1,0,1)
Helium order, functions, energy (Ry), variance (Ry^2), Temple lower bound (Ry)
  0    1  -5.6700000000  3.3183e+00  -10.6226926
  1    6  -5.8025169170  4.1287e-01  -6.3169891
  2   26  -5.8074133543  8.1948e-03  -5.8175628
  3   74  -5.8074467347  6.6914e-04  -5.8082754
  4  159  -5.8074484559  1.6278e-04  -5.8076501
last energy drop = 1.721e-06 Ry
bracket width = 2.016e-04 Ry
lowest power of s in last basis = -10
second singlet S level is at least -5.000 Ry
energy from gradients = -5.8074484559 Ry
full CI, cc-pVQZ = -5.804822 Ry; above FC by 0.002627 Ry
final helium energy = -79.014362 eV (1 Ry = 13.605693123 eV)
unscaled He, cutoff 1e-06 bohr: K = 4.934847e+06, law 4.934802e+06 Ry^3 bohr^6
```
